Spectral Representation of the Photon Propagator in Coulomb Gauge

In Coulomb gauge, with a positive Hilbert space, the photon propagator is a positive superposition of free propagators; for the bare field, with canonical commutators and convergent integrals, the weights add up to one. Part (h) shows that at order α the convergence needs a regulator. The mechanism is visible in a single oscillator, and the problem starts there. Hartree atomic units are used throughout: ħ = m_e = e = 1, fields are Gaussian, and c = 1/α = 137.035999.

**(a) One mode.** Let H = (P² + ω²Q²)/2 + H_m + Q S, with [Q, P] = i, where H_m and S act on matter alone. With exact eigenstates |n⟩ and excitation energies ω_n, define ρ_n = 2ω_n|⟨n|Q|0⟩|². Show that ρ_n ≥ 0 and Σρ_n = 1.

*Solution.* Each ρ_n is a positive energy times a squared modulus. Only P²/2 fails to commute with Q, so [H, Q] = −iP and [Q, [H, Q]] = −i·i = 1. Expanding the double commutator gives 2QHQ − QQH − HQQ, whose ground-state value, after inserting the states, is 2Σ(E_n − E_0)|⟨n|Q|0⟩|². Hence Σρ_n = 1. The coupling dropped out because Q S commutes with Q. For S = 0 the one-quantum state carries all the weight. With coupling it keeps a weight Z, and Z ≤ 1 because the rest is positive.

As a numerical case, take ω = 1 hartree and three two-level systems with chosen gaps 3, 4, 5.5 hartree and S = 0.5σ_x⁽¹⁾ + 0.6σ_x⁽²⁾ + 0.7σ_x⁽³⁾. Diagonalization in a truncated oscillator basis puts the lowest excitation at 0.701068 hartree with Z = 0.966583; the other states carry 0.033417, and the sum is 1.0000000000. Adding fQ to H shifts the energy, at second order in f, by −f²Σ|⟨n|Q|0⟩|²/ω_n, so −d²E_0/df² = Σρ_n/ω_n². This sum is 1.969216, and a finite difference of E_0(f) gives 1.969216.

**(b) The field-strength correlation.** Write x^μ = (ct, x), k^μ = (k0, k) in bohr⁻¹, metric (+,−,−,−), and let |k| be the length of the spatial part. Assume a unique vacuum invariant under the Poincaré group and parity, momenta in the forward cone, a positive Hilbert space of physical states (Coulomb gauge), and that F_μν = ∂_μA_ν − ∂_νA_μ, with F_0i = E_i, is a covariant tensor. Show that ⟨0|F F|0⟩ is fixed by one function ρ ≥ 0.

*Solution.* Translation invariance gives ⟨0|F(x)|n⟩ = e^{−ik_n·x}⟨0|F(0)|n⟩. The vacuum does not contribute, since ⟨0|F|0⟩ = 0 by rotation invariance. Then

W_μν,ρσ(k) = ∫d⁴x e^{ik·x}⟨0|F_μν(x)F_ρσ(0)|0⟩ = Σ_n (2π)⁴δ⁴(k − k_n)⟨0|F_μν|n⟩⟨n|F_ρσ|0⟩.

Take s = k0² − |k|² > 0 first. Faraday's law ∇×E = −∂_0B on a matrix element reads k×E = k0 B, so in the rest frame B = 0. What remains is W for E_iE_j, and rotation invariance makes it proportional to δ_ij. Consider

T_μν,ρσ = −[k_μk_ρ g_νσ − k_μk_σ g_νρ − k_νk_ρ g_μσ + k_νk_σ g_μρ].

Since g_0i = 0, g_ij = −δ_ij and g_00 = 1, T_0i,0j = k0²δ_ij − k_ik_j. In the rest frame this is sδ_ij, and any component with a purely spatial pair vanishes, because every term holds a factor k with an index of that pair. So W ∝ T in the rest frame, and by covariance in every frame.

For s = 0 choose a null vector n with n·k = 1 and unit spacelike e₁, e₂ orthogonal to both, so that g = kn + nk − e₁e₁ − e₂e₂. The Bianchi identity k_λF_μν + k_μF_νλ + k_νF_λμ = 0, contracted with n^λ, gives F_μν = k_μa_ν − k_νa_μ with a_ν = −F_νλn^λ. A multiple of k added to a changes nothing, so W is fixed by Σ a a* modulo k. Rotations about k allow nn, e₁e₁ + e₂e₂ and e₁e₂ − e₂e₁. The Lorentz transformations e_i → e_i + t_i k, n → n + t_i e_i + t²k/2 also leave k fixed; modulo k they preserve the last two tensors but not nn. The reflection e₁ → −e₁ reverses the antisymmetric one, which is the difference between the two helicities, so parity removes it. The survivor equals −g modulo k, and a_νa_σ* → −g_νσ produces T again. A numerical null-space count of tensors obeying these constraints gives 1 for timelike k, and 2 without or 1 with parity for lightlike k. With a prefactor chosen for later convenience,

W = 8π²c ρ(s) θ(k0) T.

For any vector f, f_i W_0i,0j f_j* = Σ_n(2π)⁴δ⁴(k − k_n)|⟨0|f·E|n⟩|² ≥ 0. The matrix k0²δ_ij − k_ik_j has eigenvalues k0², k0², s, none negative, so ρ ≥ 0. The rank, 3 or 2, is the number of polarizations of a massive or massless vector state. A term δ′(s) is excluded, since it gives either sign on positive test functions.

The argument cannot be run on A_μ in a covariant gauge. Already for the free field in Feynman gauge ⟨A_μA_ν⟩ ∝ −g_μν, so the 00 component is negative and the inner product of the state space is indefinite.

**(c) The propagator.** In Coulomb gauge, ∇·A = 0, derive the spectral form of D_ij, defined by iD_ij(q) = ∫d⁴x e^{iq·x}⟨0|T A_i(x)A_j(0)|0⟩.

*Solution.* Let P_ij = δ_ij − k_ik_j/|k|². The map f → k×f annihilates k and, applied to both indices, turns δ_ij into |k|²δ_ij − k_ik_j = |k|²P_ij. From B = k×E/k0, the tensor for BB is therefore |k|²P_ij. From B = ik×A and k·A = 0 follows A = ik×B/|k|², so the tensor for AA is |k|²·|k|²P_ij/|k|⁴ = P_ij. Invert the Fourier transform, insert 1 = ∫ds δ(k0² − |k|² − s), and use ∫dk0 θ(k0)δ(k0² − κ²) = 1/2κ with κ = √(|k|² + s). The prefactor becomes 8π²c/2π = 4πc:

⟨0|A_i(x)A_j(0)|0⟩ = 4πc ∫ds ρ(s) ∫d³k/(2π)³ P_ij e^{−iκx0 + ik·x}/(2κ).

For the free field each mode has amplitude √(2πc²/ωV) with ω = c|k|, and 2πc²/ω = 4πc/(2|k|), which is ρ = δ(s). This explains the prefactor.

P_ij is symmetric and even in k, so the other ordering differs only by x0 → −x0. The time integral at fixed k is

(1/2κ)[i/(q0 − κ + i0) − i/(q0 + κ − i0)] = i/(q0² − κ² + i0).

With q = (q0, k) and q² = q0² − |k|², one has q0² − κ² = q² − s, and

D_ij(q) = 4πc P_ij d(q²),  d(q²) = ∫₀^∞ ds ρ(s)/(q² − s + i0).

This is the Källén–Lehmann representation. It makes d analytic off the non-negative real axis, with ρ = −(1/π) Im d.

**(d) The sum rule.** A is the bare field of spinor QED, L = (E² − B²)/8π plus minimal coupling with charge e0. Assume canonical equal-time commutators and convergent integrals. Show that ∫ρ ds = 1 and bound Z3.

*Solution.* Since E = −∇φ − (1/c)∂_tA and the coupling holds no ∂_tA, the momentum is π = −E/4πc, with transverse part ∂_0A/4πc. Then [A_i, π_j] = iδ^T_ij gives

[A_i(x), ∂_0A_j(y)] = 4πic δ^T_ij(x − y) at x0 = y0,  δ^T_ij(x) = ∫d³k/(2π)³ P_ij e^{ik·x}.

Take the vacuum value from (c). In ⟨A_i(x)A_j(y)⟩ the factor e^{−iκ(x0−y0)} yields +iκ under ∂/∂y0; in ⟨A_j(y)A_i(x)⟩ the factor e^{−iκ(y0−x0)} yields −iκ. The difference over 2κ is i, so the left side is 4πic δ^T_ij∫ρ ds, and ∫ρ ds = 1. This is part (a) for each mode.

Split ρ = Z3 δ(s) + ρ_c(s), where ρ_c has no delta function at s = 0. One-photon states have s = 0, and comparison with the free case shows that √Z3 is the ratio of ⟨0|A|one photon⟩ to its free value. Then

Z3 + ∫ρ_c ds = 1,  Z3 ≥ 0,  ρ_c ≥ 0,  so 0 ≤ Z3 ≤ 1.

F is odd under charge conjugation, which allows it to connect the vacuum to three photons, whose s starts at zero. The pole therefore need not be isolated, and Z3 is defined as the weight of the delta function. The derivation also does not force Z3 > 0.

**(e) The covariant form.** Show that the exchange between two weak conserved external currents is −4πe0² d(q²) J·J′.

*Solution.* A source with number current J^μ (J⁰ the density) couples as e0∫d³x(J⁰φ − J_iA_i), where φ is the potential of the dynamical charges, E_L = −∇φ. The second-order cross term (−i)²∫dt dt′⟨T…⟩ is set equal to −i∫dt V. With dt = dx0/c and ⟨T…⟩ → iD this reads −iD/c² = −iV/c, so the interaction kernel is D/c. The transverse part is 4πe0² d J_iP_ijJ′_j.

Contracting k0²δ_ij − k_ik_j twice with k/|k| gives s, so the tensor for φφ is s/|k|². One longitudinal and one transverse contraction gives zero, so φ and A do not mix. Adding the direct Coulomb term 1/|k|² and writing its 1 as ∫ρ ds,

(1/|k|²)∫ds ρ[1 + s/(q² − s)] = q² d/|k|².

Conservation, q0J⁰ = k·J, gives J_iP_ijJ′_j = J_iJ′_i − q0²J⁰J′⁰/|k|². The total is

4πe0² d[(q² − q0²)J⁰J′⁰/|k|² + J_iJ′_i] = −4πe0² d[J⁰J′⁰ − J_iJ′_i].

So D acts as −4πc g_μν d, and gauge terms proportional to q_μ or q_ν drop out. Were ∫ρ ≠ 1, a frame-dependent remainder (1 − ∫ρ)J⁰J′⁰/|k|² would survive. For static sources d < 0: like charges repel and parallel currents attract.

**(f) Renormalized form.** Relate Z3 to the physical charge.

*Solution.* At q0 = 0 the kernel is 4πe0²∫ρ ds/(|k|² + s). Since (−∇² + s)(e^{−√s r}/r) = 4πδ³(x), with σ = ρ_c/Z3 for Z3 > 0,

V(r) = (e0²Z3/r)[1 + ∫ds σ e^{−√s r}].

The integral tends to zero as r → ∞, because σ has finite total weight and none at s = 0. The measured charge is therefore e² = Z3e0² = 1, and Z3 ≤ 1 states that the vacuum screens. Dividing the sum rule by Z3,

1/Z3 = 1 + ∫σ ds.

Also e0²d = (1 + Π̂)/q² with Π̂ = q²∫σ ds/(q² − s). At q² = −Q², Π̂ = ∫σ Q² ds/(s + Q²) is positive and rises with Q, from 0 toward 1/Z3 − 1. The sum rule belongs to the bare field: the renormalized weights add up to 1/Z3, not to 1. If ∫σ diverges as the regulator is removed, Z3 → 0.

**(g) One pair.** Compute σ to order α.

*Solution.* Ampère's law is ∇×B − ∂_0E = −4πe0J for electrons, J^μ = ψ̄γ^μψ. In the rest frame B = 0, so ik0E = −4πe0J. Define wδ_ij as the sum over states of (b) for J_iJ_j. Then 8π²cρ_c s = 16π²e0²w/s, or ρ_c = 2(e0²/c)w/s². At lowest order e0²/c = α and σ = ρ_c.

Let M = m_ec/ħ = c bohr⁻¹, a_i = γ⁰γ^i, h = a·p + γ⁰M and ε = √(p² + M²), so that i∂_0ψ = hψ and h² = ε². States carry the measure d³p/((2π)³2ε) and spinors the norm 2ε. For an electron with p and a positron with −p, the term u e^{−iεx0 + ip·x} requires hu = εu, and v e^{+iεx0 + ip·x} requires hv = −εv. The matrix element is ±v†a_iu, while v†u = 0 makes that of J⁰ vanish, as conservation demands. The spin sums are 2ε times the projectors: Σuu† = ε + h, Σvv† = ε − h. The a_i and γ⁰ anticommute and square to 1, so Σ_i a_ia_ja_i = (1 − 2)a_j and Σ_i a_iγ⁰a_i = −3γ⁰. Using Tr 1 = 4 and the vanishing of mixed traces,

Σ|v†a_iu|² = Tr[(ε − a·p − γ⁰M)(3ε − a·p − 3γ⁰M)] = 4(3ε² + p² + 3M²) = 4(s + 2M²),

where p² = ε² − M² and s = 4ε². The phase space, with d(2ε)/dp = 2p/ε, is

∫d³p δ(√s − 2ε)/((2π)²4ε²) = [4πp²/(16π²ε²)]·ε/2p = β/8π,  β = p/ε = √(1 − 4M²/s).

One third of the trace gives w = (s + 2M²)β/6π, and

σ(s) = (α/3πs)(1 + 2M²/s)β,  s > 4M² = 75115.46 bohr⁻².

At s = 8M², σ = [7.29735×10⁻³/(3π × 2 × 75115.46)] × 1.25 × √0.5 = 4.555435×10⁻⁹ bohr². Spinors from numerical diagonalization of h, summed by angular quadrature, give the same value. Since σ > 0, Z3 < 1 at weak coupling.

The dispersion integral has a closed form. From q²/(s(q² − s)) = 1/s − 1/(s − q²) follows ∫_{s0}^∞ ds q²/(s(q² − s)) = ln(1 − q²/s0). Put y = x(1 − x), s0 = M²/y and x = (1 + u)/2. The condition s > s0 becomes |u| < β, and ∫y dx over it is β(3 − β²)/12. As 1 + 2M²/s = (3 − β²)/2, σ = (2α/πs)∫y dx over that range, and exchanging the integrals gives

Π̂(q²) = (2α/π)∫₀¹dx y ln(1 − y q²/M²),

the Feynman-parameter form of the subtracted loop. Quadrature of both forms agrees: 8.246172×10⁻⁹ at Q = 1 bohr⁻¹, 1.403669×10⁻⁴ at Q = c, 2.319313×10⁻³ at Q = 10c.

**(h) Why the rule is formal.** Evaluate ∫σ ds up to s = Λ², and find a model in which the rule holds exactly.

*Solution.* From s = 4M²/(1 − β²), ds/s = 2β dβ/(1 − β²), so σ ds = (α/3π)β²(3 − β²)dβ/(1 − β²). The fraction equals β² − 2 + 2/(1 − β²), as multiplying out confirms. With β taken at s = Λ²,

∫σ ds ≡ αI = (α/3π)[ln((1 + β)/(1 − β)) − 2β + β³/3].

For Λ ≫ M, (1 + β)/(1 − β) = (1 + β)²/(1 − β²) → Λ²/M², so αI → (α/3π)[ln(Λ²/M²) − 5/3]. To first order Z3 = 1 − αI. Quadrature gives αI = 2.2754388×10⁻³, 5.8408641×10⁻³, 9.4065237×10⁻³ for Λ = 10c, 100c, 1000c, that is 1 − αI = 0.9977246, 0.9941591, 0.9905935. As values of Z3 these hold only to first order: 1/(1 + αI), from (f) with the same σ, differs by about (αI)², which is 5×10⁻⁶ at 10c and 9×10⁻⁵ at 1000c. The asymptotic form gives 2.2752044×10⁻³ at 10c.

The integral diverges logarithmically, so at this order the assumption of (d) fails without a regulator, and Z3 is cutoff dependent. The proof of the bounds in (d) needs a regulator that keeps both the commutator and the positive norm. Pauli–Villars fields enter the sum over states with negative weight, so the argument of (b) no longer guarantees ρ ≥ 0.

For the model, discretize the pair continuum below Λ² into points s_j with weights m_j > 0, Σm_j = I, let α0 = e0²/c and z = q², and sum the chain of bubbles:

d = 1/(z G(z)),  G = 1 + α0Σ s_jm_j/(s_j − z).

At first order, −s/(z(s − z)) = 1/(z − s) − 1/z gives weights α0m_j and Z3 = 1 − α0I, as required. Exactly, G′ > 0, G > 1 below s₁, G runs from −∞ to +∞ between neighbouring s_j and from −∞ to 1 above the last. This gives as many zeros z_n as points, so none is complex, and each residue 1/(z_nG′(z_n)) is positive. Since zd → 1 at large z, the residues sum to 1. The residue at z = 0 is Z3 = 1/(1 + α0I), and α0 = α/Z3 turns this into Z3 = 1 − αI. For Λ = 10c, I = 0.3118170. The poles were found numerically as eigenvalues of a diagonal plus rank-one matrix. They carry 0.0022754 against Z3 = 0.9977246; for a chosen coupling 2 in place of α (bare value 5.313977) they carry 0.6236341 against Z3 = 1 − 2 × 0.3118170 = 0.376366. In that strong case both sides of (e), for random conserved currents and with the common factor 4πe0² removed, equal −0.13117161 in units of M.

At fixed α the model reaches Z3 = 0 when ln(Λ²/M²) = 3π/α + 5/3, that is log₁₀(Λ/M) = 280.81. Using 1/α0 = 1/α − I and s/(s − z) − 1 = z/(s − z), one finds α0d = α/(z(1 − Π̂)) with the cut-off one-pair Π̂, which tends to αI at large Q. Beyond that Λ, α0 is negative and Π̂ crosses 1 at some z < 0. There dΠ̂/dz < 0, so the residue of α0d, α/(−z dΠ̂/dz), is negative, opposite in sign to its residue α at z = 0. This Landau ghost, a pole at spacelike z with weight opposite to that of the photon pole, violates the representation. It marks a failure of the chain model and does not settle the value of Z3 in full QED.

**(i) Hydrogen.** Find the first-order shift of the 1s level from σ, for a point nucleus of infinite mass and the orbital ψ = e^{−r}/√π.

*Solution.* For charges +1 and −1, (f) gives δV = −∫ds σ e^{−√s r}/r. Since ⟨e^{−√s r}/r⟩ = 4∫r e^{−(2+√s)r}dr,

ΔE = −4∫ds σ/(2 + √s)².

This converges, and it is negative because σ ≥ 0. As √s ≥ 2c ≫ 2, the leading term is −4∫σ ds/s. At small Q, Π̂ → Q²∫σ ds/s, and the closed form gives (2α/π)(Q²/M²)∫y²dx with ∫y²dx = 1/30. So ∫σ ds/s = α/(15πc²) = α³/15π = 8.2462188×10⁻⁹ bohr², and

ΔE ≈ −4 × 8.2462188×10⁻⁹ = −3.2984875×10⁻⁸ hartree,

or −217.030 MHz at 6.579684×10⁹ MHz per hartree. Quadrature of the full integral gives −3.2691731×10⁻⁸ hartree = −215.101 MHz. The ratio 0.991113 reflects the factor 1 − 4/√s: averaged over the weight σ/s, 4/√s is 0.008955, its value at s ≈ 10.6M², and the higher terms in 1/√s restore about 7×10⁻⁵. The orbital decays slightly over the range of δV. As a second route, the density has form factor (4/k)∫r e^{−2r} sin(kr) dr = 16/(4 + k²)² and δV(k) = −4πΠ̂/k², so ΔE = −(2/π)∫dk Π̂(−k²)·16/(4 + k²)². Evaluated with the logarithmic form of Π̂, this gives −3.2691731×10⁻⁸ hartree as well. Relativistic and recoil corrections and the electron self-energy are not included in this number (with the same σ, the Dirac 1s orbital gives −215.170 MHz and the reduced mass −214.751 MHz), so its digits compare the two routes within the stated model and are not the accuracy of the shift in the real atom.

Calculated quantities

```
alpha = 7.2973525643e-03; c = M = 137.035999 a.u.
pair threshold 4M^2 = 75115.4603 bohr^-2
timelike: allowed tensors = 1, Gram rank = 3
lightlike, no parity: allowed tensors = 2, Gram rank = 2
lightlike, parity: allowed tensors = 1, Gram rank = 2
s = 4.5 M^2: sigma spinors 4.411557e-09, formula 4.411557e-09 bohr^2
s = 8.0 M^2: sigma spinors 4.555435e-09, formula 4.555435e-09 bohr^2
s = 50.0 M^2: sigma spinors 8.225875e-10, formula 8.225875e-10 bohr^2
Pi_hat(Q = 1.000 bohr^-1) = 8.246172e-09 (loop 8.246172e-09)
Pi_hat(Q = 137.036 bohr^-1) = 1.403669e-04 (loop 1.403669e-04)
Pi_hat(Q = 1370.360 bohr^-1) = 2.319313e-03 (loop 2.319313e-03)
Pi_hat(q^2 = (9+2i)M^2) = -1.205822e-04 -1.913039e-03i
Lambda = 10 c: int sigma = 2.2754388e-03, asymptotic 2.2752044e-03, Z3 = 0.9977246
Lambda = 100 c: int sigma = 5.8408641e-03, asymptotic 5.8408640e-03, Z3 = 0.9941591
Lambda = 1000 c: int sigma = 9.4065237e-03, asymptotic 9.4065237e-03, Z3 = 0.9905935
Landau scale log10(Lambda/M) = 280.81
mode model: omega = 1.0, gaps = (3.0, 4.0, 5.5) hartree, couplings = (0.5, 0.6, 0.7) a.u.
mode model: dressed omega = 0.701068 hartree, Z = 0.966583
mode model: other weight = 0.033417, sum = 1.0000000000
mode model: response spectral 1.969216, finite diff 1.969216 a.u.
chain model: I(Lambda = 10 c) = 0.3118170
chain, coupling 0.007297: bare 0.007314, Z3 = 0.9977246, rest = 0.0022754
chain, coupling 2.000000: bare 5.313977, Z3 = 0.3763659, rest = 0.6236341
exchange kernel: Coulomb -0.13117161, covariant -0.13117161 (units of M)
int sigma/s ds = 8.2462188e-09 bohr^2
H 1s leading shift = -3.2984875e-08 hartree = -217.030 MHz
H 1s spectral shift = -3.2691731e-08 hartree = -215.101 MHz
H 1s momentum-space shift = -3.2691731e-08 hartree
ratio spectral/leading = 0.991113
1 hartree = 6.579684e+09 MHz
```
